Friedel-tuned Yukawa screening and the friction on a slow proton

A slow proton in an electron gas of silicon's mean valence density feels a friction coefficient of 0.202 atomic units when its screened field is a Yukawa potential that attracts the right total screening charge and the scattering is calculated from full phase shifts. The Born approximation gives 0.107 for the same potential and 0.135 for the potential of linear Thomas–Fermi screening. At 1 keV these values mean stopping powers of 20.8, 11.0 and 13.9 eV/nm.

The scheme has one adjustable number, α, in

V(r) = −(Z/r) exp(−αr), Z = 1.

It is fixed by the Friedel sum rule, and the friction follows from the same phase shifts δ_l, taken at the Fermi wave number k_F:

N ≡ (2/π) Σ (2l+1) δ_l = Z,
Q = S/v = (4k_F²/3π) Σ (l+1) sin²(δ_l − δ_{l+1}).

Here S is the energy lost per unit path and v the proton speed. Sums run over l = 0, 1, 2, … Hartree atomic units are used (ħ, electron mass and elementary charge equal 1). The electrons are independent, unpolarized and cold, with density n = k_F³/(3π²). The proton is treated as infinitely heavy, its field as static in its own frame, and v is far below k_F.

**The naive scheme and its defect**

The naive scheme takes α from linear screening and the scattering from the Born approximation. Linear Thomas–Fermi screening has α² = 4π dn/dE_F. With E_F = k_F²/2, dn/dE_F = (k_F²/π²)/k_F = k_F/π², so

α_TF² = 4k_F/π.

To see what this choice does to the screening charge, we need the charge in terms of phases. Enclose the proton in a large sphere of radius R with a hard wall. Far from the proton the radial function is sin(kr − lπ/2 + δ_l), so the levels obey

kR − lπ/2 + δ_l(k) = mπ, m integer.

Now switch the attraction on gradually. Each time δ_l at the Fermi energy grows by π, one more level moves down through that energy. Levels already below it stay below, including any that become bound. Averaged over the rounding to whole levels, the excess in one orbital channel is therefore δ_l/π. Two spins and 2l+1 orientations give N. A conducting gas leaves no net charge to be seen from afar, so N = Z. The phases must be those that grow continuously from zero with the attraction.

For silicon's density, k_F = 0.957 bohr⁻¹ and α_TF = 1.104 bohr⁻¹. The full phases of that potential give N = 1.254. The naive potential attracts a quarter of an electron too many: it is neutral to first order in V, but not when the scattering is solved.

**Phases without a branch problem**

A phase obtained by matching a wave function to its asymptotic form is known only up to a multiple of π. All phases of an attractive potential are positive, so N = 1 requires δ_0 < π/2, and the principal value is right at the solution. During a search, however, a trial α that is too small can carry δ_0 past π/2. The principal value then jumps down by π, and N falls just where it should rise. The phase should therefore be computed continuously.

The radial equation is

u″ = [l(l+1)/r² + 2V − k²] u.

For V = 0 its solutions are ĵ = kr j_l(kr) and ŷ = kr y_l(kr). Let dots denote derivatives with respect to kr. The combination ĵ ŷ̇ − ĵ̇ ŷ is constant, because both functions obey the same equation without a first derivative. Far out they become sin(kr − lπ/2) and −cos(kr − lπ/2), so the constant is 1.

Write u = A(r)F and u′ = kA(r)Ḟ, where

F = cosδ ĵ − sinδ ŷ,
G = sinδ ĵ + cosδ ŷ,

and the dots on F and G act on ĵ and ŷ but not on δ(r). Since the change of δ contributes −δ′G to F′, consistency of the two expressions requires

A′F − Aδ′G = 0.

Differentiating u′ and removing the free equation leaves

k(A′Ḟ − Aδ′Ġ) = 2VAF.

Insert A′ = Aδ′G/F from the first relation:

kδ′(GḞ − FĠ) = 2VF².

On expansion, the products ĵĵ̇ and ŷŷ̇ cancel, and the rest is

GḞ − FĠ = −(sin²δ + cos²δ)(ĵŷ̇ − ĵ̇ŷ) = −1.

Hence

δ_l′(r) = −(2V/k) [cosδ_l ĵ − sinδ_l ŷ]², δ_l(0) = 0.

The phase accumulates from the proton outwards, and its limit at large r is the continuous phase wanted. Near the origin δ_l ∝ r^(2l+2), so the growing function ŷ ∝ r^(−l) does no harm: δ_l ŷ is smaller than ĵ by one power of r. The factor 1/r in V does no harm either: the squared bracket starts as r^(2l+2), so the right side vanishes at the origin. An even grid in x, with r = x², places more points near the proton.

The equation settles uniqueness as well. Raising α makes −V smaller at every r > 0, hence the right side is nowhere larger at given r and δ. By comparison of first-order equations, every phase falls, and so does N. At large α the potential is weak and N tends to zero. As α → 0 the phases grow without limit, because the mean of the squared bracket far out is 1/2 and ∫dr/(kr) diverges. There is one root.

**The update of the range**

For a weak potential the phase stays small, and the equation integrates to

δ_l ≈ −(2/k) ∫V ĵ² dr = −2k ∫V j_l² r² dr.

Averaging |exp(ikz)|² = 1 over directions with the partial-wave expansion gives Σ(2l+1) j_l² = 1. Therefore

Σ(2l+1) δ_l ≈ −2k ∫V r² dr = 2kZ ∫r exp(−αr) dr = 2kZ/α²,
N ≈ (4k_F/π) Z/α².

Setting N = Z recovers α_TF. Linear screening is thus the first-order form of the Friedel rule, which makes it a natural starting point.

The first-order law N ∝ α⁻² suggests the update α → α√N. Suppose that near the root N ∝ α^(−p). A small error e in ln α then becomes (1 − p/2)e, so this update converges locally if 0 < p < 4. It depends on a power that is not known beforehand. Two trials measure the power, and the improved step is

p = −ln(N₂/N₁)/ln(α₂/α₁),
α₃ = α₂ exp[(ln N₂)/p].

This is a secant step in logarithms. Because N decreases with α, each trial also tightens a bracket: N > 1 makes α a lower bound, and N < 1 an upper bound. A step that would leave the bracket is replaced by the geometric mean of its ends. The procedure is:

1. Start at α_TF, with a wide bracket.
2. Integrate the phases at k_F and form N.
3. Stop if N is close enough to 1; otherwise update the bracket.
4. Use α√N for the second trial and the secant step afterwards, with the bracket as safeguard.

For silicon's density, fourth-order Runge–Kutta integration out to 25 bohr, with l up to 24, gives this sequence:

α = 1.10395, N = 1.25428
α = 1.23637, N = 1.02494
α = 1.25357, N = 0.99997
α = 1.25355, N = 1.00000

The first two trials give p = 0.2019/0.1133 = 1.78. The simple update would also have converged here, with its error shrinking by about a factor of nine per step near the root. The secant step removes most of that remaining error. The screening length 1/α is 0.0422 nm.

**From phases to friction**

View the collisions in the proton's frame. An electron of wave number k scatters elastically with amplitude

f(θ) = (1/k) Σ(2l+1) exp(iδ_l) sinδ_l P_l(cosθ).

The mean momentum it gives up along its incident direction is weighted by 1 − cosθ, so the relevant cross section is σ_tr = ∫(1 − cosθ)|f|² dΩ. Orthogonality of the Legendre polynomials gives

∫|f|² dΩ = (4π/k²) Σ(2l+1) sin²δ_l.

For the cosine term, the only nonzero integrals join neighbouring l:

∫μ P_l P_{l+1} dμ = 2(l+1)/[(2l+1)(2l+3)], μ = cosθ, from −1 to 1.

Each pair occurs twice, as complex conjugates, so

∫cosθ |f|² dΩ = (8π/k²) Σ(l+1) sinδ_l sinδ_{l+1} cos(δ_l − δ_{l+1}).

Split 2l+1 into (l+1) + l and shift the index in the second part. The first integral then contains Σ(l+1)(sin²δ_l + sin²δ_{l+1}). With a = δ_l and b = δ_{l+1}, each bracket in the difference is

sin²a + sin²b − 2 sin a sin b (cos a cos b + sin a sin b)
= sin²a cos²b + cos²a sin²b − 2 sin a cos a sin b cos b
= sin²(a − b).

Thus

σ_tr = (4π/k²) Σ(l+1) sin²(δ_l − δ_{l+1}).

In this frame the Fermi sphere drifts with velocity −v. The exclusion principle does not alter the net rate: forward and reverse elastic rates are equal, and f₁(1−f₂) − f₂(1−f₁) = f₁ − f₂ for occupations f₁ and f₂. The flux of an electron state is proportional to its speed k, so the retarding force is

S = −∫ [2d³k/(2π)³] k² μ σ_tr(k),

where μ is now the cosine of the angle between the electron's velocity and the proton's. Occupied states satisfy k² + v² + 2kvμ < k_F², or μ < μ₀ = (k_F² − k² − v²)/(2kv). Shells with k < k_F − v are full and cancel by symmetry. In the partly filled shells the integral of μ from −1 to μ₀ is (μ₀² − 1)/2. With the prefactor 2·2π/(2π)³ = 1/(2π²),

S(v) = (1/4π²) ∫k⁴ σ_tr(k)(1 − μ₀²) dk, k_F − v < k < k_F + v.

For small v set k = k_F + x. Then μ₀ → −x/v, and ∫(1 − x²/v²) dx from −v to v is 4v/3. Therefore

S → [k_F⁴/(3π²)] σ_tr(k_F) v = n k_F σ_tr(k_F) v.

Inserting σ_tr gives the formula for Q stated at the start. Friction at low speed depends on scattering at the Fermi surface alone, which is also where the Friedel rule constrains the phases.

**What the Born approximation does**

The Born amplitude is −1/(2π) times the Fourier transform of V, hence f_B = 2Z/(q² + α²), with q² = 2k²(1 − cosθ). Since sinθ dθ = q dq/k²,

σ_B = (4πZ²/k⁴) ∫ q³/(q² + α²)² dq, q from 0 to 2k.

With t = q², the integral is half of ∫t/(t + α²)² dt, whose antiderivative is ln(t + α²) + α²/(t + α²). Multiplication by k_F⁴/(3π²) gives

Q_B = (2Z²/3π) [ln(1+s) − s/(1+s)], s = 4k_F²/α².

There are two fair comparisons. Keeping the tuned α isolates the scattering approximation at fixed potential. Then s = 2.332, the bracket is 0.504, and Q_B = 0.107. Using α_TF keeps both screening and scattering at first order. Then s = πk_F = 3.007, the bracket is 0.638, and Q_B = 0.135. Thomas–Fermi screening is itself the long-wavelength limit of linear response; full static Lindhard screening, also with Born scattering, would give 0.158. Below, "linear Born" means the Thomas–Fermi version. The full result exceeds these by factors of 1.89 and 1.49.

The phases locate the error. At the tuned α, the full and first-order values in radians are:

l = 0: 0.920 and 0.629
l = 1: 0.141 and 0.123
l = 2: 0.030 and 0.029

The full phases give

Σ(l+1) sin²(δ_l − δ_{l+1}) ≈ 0.4934 + 0.0246 + 0.0016 + 0.0001 = 0.520.

The factor 4k_F²/(3π) is 0.389, whence Q = 0.202. The Born result follows from the same sum if sin²(δ_l − δ_{l+1}) is replaced by the square of the first-order phase difference. Restoring the sine while keeping first-order phases lowers Q from 0.107 to 0.099. Replacing those phases by the full ones then raises it to 0.202. The Born deficit at fixed potential thus comes from the underestimated phases, chiefly the s-wave; the missing sine partly hides it.

**High and low density**

At high density the approximations merge. The first-order s-phase is

δ_0 ≈ (2Z/k) ∫exp(−αr) sin²(kr) dr/r = (Z/2k) ln(1 + 4k²/α²).

With Z = 1 and α = α_TF this is ln(1 + πk_F)/(2k_F), which vanishes as k_F grows. In terms of the density parameter r_s, defined by 4πr_s³n/3 = 1 with r_s in bohr, the calculated friction values are:

r_s = 0.5: full 0.398, Born 0.343 (tuned), 0.349 (linear)
r_s = 1.5: full 0.245, Born 0.150, 0.172
r_s = 3: full 0.136, Born 0.056, 0.092
r_s = 4: full 0.090, Born 0.029, 0.067

The ratio to tuned Born grows from 1.16 to 3.1 across this list. The ratio to linear Born is 1.14, 1.42, 1.48 and 1.33, so it does not keep growing.

The low-density limit of the model explains why it must turn. As k_F → 0, phases with l > 0 vanish, and the Friedel rule demands δ_0 → π/2. Away from a bound-state threshold δ_0 would approach a multiple of π, so α must approach the threshold of the first bound state. Then Q → 4k_F²/(3π). For linear Born, s = πk_F is small and the bracket tends to s²/2, giving Q_B → πk_F²/3. Their ratio tends to 4/π² = 0.41: linear Born eventually overestimates the friction. With the tuned α, Q_B falls as k_F⁴ and the ratio diverges.

The threshold follows from the zero-energy s-wave: it is the α at which u becomes flat at large r. Numerical integration gives 1.191 bohr⁻¹. The silicon value, 1.254, lies above it, so the tuned Yukawa potential binds no electron. At r_s = 3 the tuned α is 1.132 and a bound level exists. With both spins it holds two electrons, while the total excess remains one; the continuum supplies a deficit of one. The continuous phase contains this accounting without a special case. The neglected exchange and correlation already matter at silicon's density, as sized below; at lower densities they and possible spin polarization make the model less secure still.

**A 1 keV proton in silicon**

This is a rough low-energy hydrogen-implant condition. Eight atoms per cubic cell, four valence electrons per atom and a lattice constant of roughly 0.543 nm give n = 32/0.543³ = 200 nm⁻³ and r_s = 2.005 bohr. The proton speed is √(2E/M) = 0.200 atomic units, with M the proton mass, or 0.21 k_F. One hartree per bohr is about 514 eV/nm, so S = 0.202 × 0.200 × 514 = 20.8 eV/nm.

If S = Qv held down to rest and acted alone, S ∝ √E would give a path length ∫dE/S = 2E/S: 96 nm with full phases and 144 nm with linear Born. These are path lengths, not implant depths, since deflections and nuclear stopping are left out.

The largest uncertainties sized here come from the potential's shape, including the exchange and correlation it leaves out, and from the uniform density. The Friedel rule fixes a charge, not a profile. A Hulthén potential, −α/[exp(αr) − 1], has the same Coulomb singularity; tuned to the same rule, it needs α = 1.987 bohr⁻¹ and gives Q = 0.238, or 18% more. This α lies just below the Hulthén binding threshold of 2 bohr⁻¹, so whether a very weakly bound level exists also depends on the assumed shape. A self-consistent potential at the same density gives Q ≈ 0.19 with electrostatic (Hartree) screening alone, close to the Yukawa value, but Q ≈ 0.26, or about 26 eV/nm, once local-density exchange and correlation are included. That is 27% above the Yukawa result, a larger shift than the Hulthén test shows. Real silicon has dense bonds and dilute channels. At the same speed, uniform gases with r_s = 1.5 and 3 would give about 25 and 14 eV/nm. These show sensitivity and are not bounds for a trajectory. Core electrons are omitted.

The finite-speed integral, with the potential held fixed, lowers S by 1.3%; the change of the screening itself with speed is not included. The thermal energy at 300 K is 0.2% of the Fermi energy. The gap, roughly 1.1 eV, forbids small energy transfers. A head-on rebound raises an electron's speed from k_F to k_F + 2v, which transfers 12.6 eV at this proton energy. That maximum falls to the gap near 11 eV of proton energy, so the linear law cannot be trusted there. The comparison does not measure the gap's effect at 1 keV.

Nuclear stopping is a separate loss. It was computed by classical scattering from the universal potential (14/r)Φ(r/a), with a = 0.8854/(1 + 14^0.23) bohr and

Φ(x) = 0.1818e^(−3.2x) + 0.5099e^(−0.9423x) + 0.2802e^(−0.4029x) + 0.02817e^(−0.2016x).

Integrating the recoil energy over impact parameter, at silicon's atomic density, gives 2.4 eV/nm. This is about a ninth of the electronic value and would be added to it. For this example, replacing linear Born by full phases changes the stopping by 6.9 eV/nm, more than the nuclear term or the change from Yukawa to Hulthén shape. Exchange and correlation in the screening, which the model omits, add a comparable 5.6 eV/nm in the same direction.
